# Dopant diffusion with diffusivity proportional to concentration

## Problem

A dopant enters a half-space $x>0$ from a surface held at concentration $C_s$. The material is empty at $t=0$, and the diffusivity is proportional to the local concentration:

$$
\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial C}{\partial x}\right),\qquad D=D_s\frac{C}{C_s},\qquad C(0,t)=C_s,\quad C(x,0)=0 .
$$

Here $D_s$ is the diffusivity at the surface concentration. Seek a nonnegative, decreasing similarity solution with continuous concentration and flux and a finite dose per area.

(a) Reduce the problem to an ordinary differential equation. Does the dopant reach every depth at once? If not, what is the slope of the profile where it ends?

(b) Find the depth of penetration to four digits, with a bound on the error. Is the solution unique?

(c) Find the dose and the mean depth of the dopant.

(d) Arsenic in silicon moves by pairing with neutral and singly negative point defects. Derive its diffusivity and say when it is proportional to $C$. Evaluate the results for $T=1273$ K, $t=1800$ s, $C_s=2\times10^{20}$ cm$^{-3}$ and intrinsic carrier density $n_i=10^{19}$ cm$^{-3}$. The diffusivities by neutral and negative defects at $n=n_i$ are $D_0=1.5\times10^{-15}$ and $D_-=1.0\times10^{-15}$ cm$^2$/s.

## Hints

1. Integrate the similarity equation from a given depth outward, and divide by the concentration.
2. If $f(\eta)$ solves the equation, so does $\lambda^{-2}f(\lambda\eta)$. One can therefore start at the deep end and satisfy the surface condition afterwards.
3. Near the deep end, expand in the distance from it.
4. In (d), a pair of a positive donor and a negative defect is neutral, but its concentration depends on the electron density.

## Solution

### (a) The equation and the front

Put $C=C_sf(\eta)$ with $\eta=x/\sqrt{D_st}$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/\sqrt{D_st}$, the two sides become $-C_s\eta f'/(2t)$ and $C_s(ff')'/t$. Hence

$$
(ff')'=-\frac{\eta}{2}f',\qquad f(0)=1 .
$$

Integrate from $\eta$ to $L$, by parts on the right:

$$
ff'\big|_L-ff'\big|_\eta=\frac{\eta f(\eta)}2-\frac{Lf(L)}2+\frac12\int_\eta^L f\,dy .
$$

Let $L\to\infty$. Because $f$ decreases, $Lf(L)/2\le\int_{L/2}^Lf\,dy$, which vanishes for a finite dose. Also $f^2/2$ tends to zero, so its derivative $ff'$ cannot stay away from zero; choose a sequence of $L$ on which it vanishes. Then

$$
-ff'=\frac{\eta f}{2}+\frac12\int_\eta^\infty f\,dy. \tag{1}
$$

Where $f>0$, division by $f$ gives $f'\le-\eta/2$, so $f\le1-\eta^2/4$. The concentration must reach zero at some $\eta_f\le2$. The dopant ends at a front $x_f=\eta_f\sqrt{D_st}$.

Just inside the front, the integral in (1) is at most $(\eta_f-\eta)f(\eta)$. Divided by $f$, it vanishes as $\eta\to\eta_f$, and

$$
f'(\eta_f^-)=-\frac{\eta_f}{2}. \tag{2}
$$

The profile ends in a corner, not in a jump. The flux is continuous there because the diffusivity vanishes with $C$. Equation (2) is also a statement of speed: flux divided by concentration is $-(D_s/C_s)\,\partial C/\partial x$, which at the front equals $(\eta_f/2)\sqrt{D_s/t}=dx_f/dt$.

### (b) The front number

**Removing the unknown.** Measure distance back from the front by $s=1-\eta/\eta_f$ and write $f=\eta_f^2g(s)$. Since $d/d\eta=-\eta_f^{-1}d/ds$, both sides of the equation carry the factor $\eta_f^2$, which cancels:

$$
(gg')'=\frac{1-s}{2}g',\qquad g(0)=0,\quad g'(0)=\frac12. \tag{3}
$$

The slope follows from (2), because $f'=-\eta_fg'$. The surface lies at $s=1$, where $f=1$ requires

$$
\eta_f=\frac1{\sqrt{g(1)}} .
$$

**A bracket without numerical work.** Integrate (3) from 0 to $s$, by parts on the right, and divide by $g$:

$$
g'=\frac{1-s}{2}+\frac1{2g}\int_0^s g\,du. \tag{4}
$$

Thus $g'>(1-s)/2$. Writing (3) as $gg''=g'[(1-s)/2-g']$ shows that $g''<0$. A concave increasing function with $g(0)=0$ obeys $sg/2\le\int_0^sg\,du\le sg$. Equation (4) then gives $1/2-s/4\le g'\le1/2$, and therefore

$$
\frac s2-\frac{s^2}8\le g\le\frac s2. \tag{5}
$$

The lower bound gives $g(1)\ge3/8$. For an upper bound, use (5) in the last term of (4), which is at most

$$
\frac12\,\frac{s^2/4}{s/2-s^2/8}=\frac{s}{4-s}.
$$

Integration over $0<s<1$ gives $g(1)\le\frac14+4\ln\frac43-1=4\ln\frac43-\frac34$. Hence $1.579<\eta_f<1.634$.

**Uniqueness.** Equation (4) times $g$ is the derivative of $g^2/2$. Integrate it once more and exchange the order of the double integral, $\int_0^s\!\int_0^u g(v)\,dv\,du=\int_0^s(s-v)g(v)\,dv$:

$$
g^2(s)=\int_0^s(1+s-2u)\,g(u)\,du. \tag{6}
$$

Let $g_1,g_2$ be two solutions. By (5), $M=\sup|g_1-g_2|/s^2$ is finite and $g_1+g_2\ge s-s^2/4$. The weight in (6) lies between 0 and $1+s$. Subtracting the two versions of (6) gives

$$
\left(s-\frac{s^2}{4}\right)|g_1-g_2|\le(1+s)M\frac{s^3}{3}
\quad\Rightarrow\quad
\frac{|g_1-g_2|}{s^2}\le\frac{1+s}{3(1-s/4)}M\le\frac89M .
$$

The last step takes $s=1$, where the fraction is largest. Thus $M\le8M/9$, so $M=0$.

**The series.** Insert $g=\sum_{k\ge1}a_ks^k$ into (3), with $(gg')'=(g^2)''/2$. At order $s^0$, $a_1^2=a_1/2$, so $a_1=1/2$. At order $s^n$, after multiplication by 2,

$$
(n+1)(n+2)\sum_{k=1}^{n+1}a_ka_{n+2-k}=(n+1)a_{n+1}-na_n .
$$

The two end terms of the sum add to $2a_1a_{n+1}=a_{n+1}$. Since $(n+1)(n+2)-(n+1)=(n+1)^2$,

$$
(n+1)^2a_{n+1}=-na_n-(n+1)(n+2)\sum_{k=2}^{n}a_ka_{n+2-k}. \tag{7}
$$

For $n=1$, $4a_2=-1/2$, so $a_2=-1/8$. For $n=2$, $9a_3=1/4-12/64=1/16$, so $a_3=1/144$.

**Convergence at the surface.** The claim is $|a_k|\le2^{-k}/(2k^2)$ for $k\ge3$. It holds with equality at $k=3$. For $n\ge3$, the terms $k=2$ and $k=n$ in (7) add to $2a_2a_n=-a_n/4$, so

$$
(n+1)^2a_{n+1}=\frac{n^2-n+2}{4}a_n-(n+1)(n+2)\sum_{k=3}^{n-1}a_ka_{n+2-k}.
$$

Assume the claim up to $k=n$. The first term is at most $(n^2/4)\,2^{-n}/(2n^2)=0.125\times2^{-n}$ in size. For the second, let $N=n+2$ and use

$$
\frac1{k^2(N-k)^2}=\frac1{N^2}\left(\frac1k+\frac1{N-k}\right)^2\le\frac2{N^2}\left(\frac1{k^2}+\frac1{(N-k)^2}\right).
$$

Since $\sum_{k\ge3}k^{-2}<\sum_{k\ge3}(k^2-\tfrac14)^{-1}=0.4$ (a telescoping sum), the sum of the left side over $k$ is below $1.6/N^2$. The second term is then below $1.6\times\frac14\times2^{-n-2}=0.1\times2^{-n}$. The total, $0.225\times2^{-n}$, is less than the $0.25\times2^{-n}$ that the claim allows for $a_{n+1}$.

The series therefore converges for $|s|<2$. It also supplies the required solution. On $0<s\le1$ the terms from $k=3$ on sum to at most $s/72$ in $g$ and to at most $1/24$ in $g'$, while the first two terms give at least $3s/8$ and $1/4$. So $g$ is positive and increasing.

**The number.** Three terms give $g(1)\approx\frac12-\frac18+\frac1{144}=\frac{55}{144}$, or $\eta_f\approx12/\sqrt{55}=1.618$. Forty terms from (7) give $g(1)=0.382869$, with a truncation error below $2^{-40}/(2\cdot41^2)<10^{-15}$. Hence

$$
x_f=1.616\sqrt{D_st}.
$$

The profile is $f=0.806,\ 0.579,\ 0.315,\ 0.013$ at $\eta=0.4,\ 0.8,\ 1.2,\ 1.6$. It is concave: the slope steepens from $-0.444$ at the surface to $-0.808$ at the front. On a linear scale it is close to a triangle ($f=0.574$ at half the front depth). It looks box-like only on the logarithmic concentration axis usual for dopant profiles, where it drops abruptly at the front. With constant diffusivity the profile would be $\operatorname{erfc}(\eta/2)$, which flattens with depth and has no end.

### (c) Dose and mean depth

At $\eta=0$, equation (1) reads $-f'(0)=\frac12\int_0^{\eta_f}f\,d\eta$. The series gives $f'(0)=-\eta_fg'(1)=-0.44375$, so

$$
Q=\int_0^{x_f}C\,dx=2|f'(0)|\,C_s\sqrt{D_st}=0.8875\,C_s\sqrt{D_st}.
$$

The first moment is a simple fraction. At $s=1$, (6) becomes $g(1)^2=2\int_0^1(1-u)g\,du$, and therefore

$$
\int_0^{\eta_f}\eta f\,d\eta=\eta_f^4\int_0^1(1-s)g\,ds=\frac{\eta_f^4g(1)^2}2=\frac12 .
$$

The mean depth is $(0.5/0.8875)\sqrt{D_st}=0.563\sqrt{D_st}$.

### (d) Arsenic in silicon

Take all donors as ionized, the charge as locally neutral and the carriers as nondegenerate. Then $n-p=C$ and $np=n_i^2$, so

$$
n=\frac{C+R}{2},\qquad R=\sqrt{C^2+4n_i^2}.
$$

Let the defects be in local equilibrium. Negative defects have a density proportional to $n$, so neutral donor–defect pairs have a density proportional to $Cn$. They diffuse without drift:

$$
J_-=-D_-\frac{d}{dx}\left(\frac{Cn}{n_i}\right)=-D_-\frac n{n_i}\left(C'+C\frac{n'}n\right).
$$

Pairs with neutral defects are positive, with density proportional to $C$. They drift in the potential $\phi$. Electrons in equilibrium have $n\propto e^{e\phi/kT}$, with $e>0$ the elementary charge, so $e\phi'/kT=n'/n$ and $J_0=-D_0(C'+Cn'/n)$. From $n=(C+R)/2$ follows $dn/dC=n/R$, so $Cn'/n=(C/R)C'$. The sum of the fluxes gives

$$
D=\left(D_0+D_-\frac n{n_i}\right)\left(1+\frac{C}{\sqrt{C^2+4n_i^2}}\right). \tag{8}
$$

For $C\gg n_i$ the last factor tends to 2 and $n\to C$. If also $D_0\ll D_-C/n_i$, then $D=2D_-C/n_i$, which is the assumed law with $D_s=2D_-C_s/n_i$.

With the given data, $D_s=2\times10^{-15}\times20=4.0\times10^{-14}$ cm$^2$/s, and $\sqrt{D_st}=\sqrt{7.2\times10^{-11}}$ cm $=84.85$ nm. The results are:

- front depth: $1.616\times84.85=137$ nm;
- depth at which $C=C_s/2$: 79 nm;
- dose: $0.8875\times(2\times10^{20})\times(8.485\times10^{-6})=1.51\times10^{15}$ cm$^{-2}$;
- front speed at the end: $x_f/(2t)=0.038$ nm/s.

These parameters are rough typical values for heavy arsenic doping near 1000 °C. Since $x_f\propto\sqrt{D_-/n_i}$, the depth is no better known than these inputs: $n_i=7\times10^{18}$ cm$^{-3}$, also a common estimate at this temperature, would deepen the front by about 20%. At this surface concentration the electrons are no longer dilute, so (8) is only approximate there; Variation 2 estimates the effect. The time is long beside the anneals of seconds or less used for shallow junctions. Those usually start from an implanted dose, so the fixed surface concentration fails, and implantation damage can change the defect densities. The depth is also sensitive to temperature. With a rough activation energy $E=3.5$ eV for $D_s$ at fixed $C_s$, a furnace 10 K hotter multiplies $x_f$ by $\exp\{(E/2k)[1/1273-1/1283]\}$, an increase of 13%.

## Variation 1: intrinsic diffusivity and the tail

*Where is the junction with a p-type background of $10^{17}$ cm$^{-3}$ if the full diffusivity (8) is kept?*

The ideal profile falls to $n_i$ at 132 nm, 5 nm before its front. The proportional law fails earlier: at $C=2n_i$, (8) already exceeds it by two thirds. Below $n_i$, (8) tends to the constant $D_i=D_0+D_-=2.5\times10^{-15}$ cm$^2$/s, or $0.0625D_s$. There is then no sharp end. With $\delta=D_i/D_s$, the tail obeys

$$
\delta f''=-\frac\eta2f'\quad\Rightarrow\quad f'\propto e^{-\eta^2/4\delta}.
$$

Over a short distance this is an exponential with decay length $2\delta/\eta$. The same length holds for $f$ up to a relative correction of order $2\delta/\eta^2$. In real units,

$$
\ell\approx\frac{2D_it}{x}.
$$

A finite-difference solution of the diffusion equation with (8) puts the junction at 176 nm, 28% deeper than the ideal front. The background is neglected in the neutrality condition because it is far below $n_i$. The formula gives $\ell\approx5.1$ nm there; the computed profile between $10^{17}$ and $5\times10^{16}$ cm$^{-3}$ has 5.0 nm. The expected relative correction is about 0.03, since $\eta\approx2.07$.

The surface diffusivity rises by only 7.5%. Applied at every concentration, that factor would deepen the profile by $\sqrt{1.075}-1=3.7\%$. The remaining shift comes from the larger relative increase of $D$ at lower concentration. The dose grows by just 6%, to $1.60\times10^{15}$ cm$^{-2}$, so, judged against (8), the ideal law serves much better for the dose than for the junction.

The sharp front returns in the proper limit. If $n_i$, $D_0$ and $D_-$ are all divided by ten, with $D_s$, $C_s$ and the background held fixed, the computed junction moves back to 142 nm.

Local neutrality is a safe assumption when the screening length is much shorter than the distance over which the profile changes. Linearizing the carrier densities about $n=p=n_i$ gives, in SI form, $\sqrt{\epsilon kT/(2e^2n_i)}=1.9$ nm for relative permittivity 11.7. This is below the 5 nm of the tail, but not by a wide margin. An error in the field matters little deep in the tail, however, because the field term $C/R$ in (8) is small where $C\ll n_i$.

## Variation 2: degenerate electrons and clusters

*How far do Fermi statistics and immobile arsenic clusters move this junction?*

Let $z$ be the Fermi level above the conduction-band edge, in units of $kT$. Then

$$
n=N_cF(z),\qquad F(z)=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon-z}} .
$$

A density-of-states mass of 1.1 electron masses, a rough value, gives $N_c=2.5\times10^{20}$ cm$^{-3}$ at 1273 K. So $C_s/N_c=0.79$, and the electrons at the surface are not dilute.

The defect charge and the field both follow $e^z$, not $n$. In the derivation of (8), $n/n_i$ becomes $N_ce^z/n_i$ and $n'/n$ becomes $z'$:

$$
D=\left(D_0+D_-\frac{N_ce^z}{n_i}\right)\left(1+C\frac{dz}{dC}\right),\qquad C=N_cF(z)-\frac{n_i^2}{N_ce^z}.
$$

Both factors grow. To second order in $e^z$, $F=e^z-e^{2z}/2^{3/2}$, so $N_ce^z$ exceeds $n$, and $dz/d\ln n=F/F'\approx1+e^z/2^{3/2}$ exceeds 1. At the surface $e^z\approx1.04$, so the expansion gives only the direction (1.37 against the exact $F/F'=1.27$); the numbers below use the full integral. The surface diffusivity rises from $1.075D_s$ to $1.58D_s$, and the computed junction moves from 176 to 188 nm.

For clusters, suppose that active arsenic $C$ coexists with an immobile density $C(C/C_*)^3$, where $C_*=3\times10^{20}$ cm$^{-3}$ is a rough model value. Hold the active surface concentration fixed and let the clusters leave the electron balance unchanged. With $u=C/C_s$ and $\kappa=(C_s/C_*)^3=0.30$,

$$
\frac{\partial}{\partial t}(u+\kappa u^4)=\frac{\partial}{\partial x}\left(D\frac{\partial u}{\partial x}\right).
$$

The factor $1+4\kappa u^3$ multiplying $\partial u/\partial t$ means that arriving dopant must also fill the clusters. The computed junction retreats to 185 nm.

With the corrections added in this order and for these parameters, the change from the proportional law to (8) shifts the junction most, by about 38 nm from the ideal depth. Degeneracy then adds about 12 nm (14 nm for a mass of 1.0, 9 nm for 1.3) and clustering removes about 3 nm. The ranking is not general, because it depends on the poorly known $D_0$. With $n_i=7.1\times10^{18}$ cm$^{-3}$, $D_0=2.65\times10^{-16}$ and $D_-=1.15\times10^{-15}$ cm$^2$/s, the step to (8) adds about 13 nm to an ideal depth of 175 nm, and degeneracy adds about 17 nm. Band-gap narrowing, implantation damage and motion of the surface are not included in these figures.
